# Polar-Optical Phonon Scattering Rate in a Parabolic Band

Take an electron at rest at the bottom of an isotropic parabolic band, in a crystal whose longitudinal optical phonons all have the same energy $\hbar\omega$. The electron has no energy to give away, so it cannot emit a phonon; it can absorb one. Afterwards its kinetic energy is $\hbar\omega$ and its wavevector has the length

$$k_0=\sqrt{\frac{2m\omega}{\hbar}},$$

where $m$ is the effective mass. Since it started with zero wavevector, the absorbed phonon must also have had wavevector length $k_0$. The absorption rate then needs three things: the coupling strength at $q=k_0$, the number of phonons present, and the density of final states at energy $\hbar\omega$. A moving electron can exchange a whole range of wavevectors, and the sum over that range produces a logarithm.

The coupling comes first. In a polar crystal the two kinds of ion carry opposite effective charges. A longitudinal optical vibration moves them against each other and creates a macroscopic electric field. In silicon or germanium the two atoms of the cell are alike, this long-wavelength dipole is absent, and the mechanism does not act. Let the crystal have volume $V$, and write the electron–phonon energy at position $\mathbf r$ as

$$H_{\rm int}=\sum_{\mathbf q}\left(M_q e^{i\mathbf q\cdot\mathbf r}a_{\mathbf q}+M_q^*e^{-i\mathbf q\cdot\mathbf r}a_{\mathbf q}^\dagger\right).$$

The size of $M_q$ follows from what the lattice does to charges that do not move. Place static charges $ez_j$ at points $\mathbf r_j$, with $e$ the positive elementary charge, and define $\rho_{\mathbf q}=\sum_j z_je^{i\mathbf q\cdot\mathbf r_j}$. The overall sign of the charge does not affect $|M_q|^2$. For one mode the Hamiltonian, without its zero-point energy, is

$$H_{\mathbf q}=\hbar\omega\,a^\dagger a+M\rho\,a+M^*\rho^*a^\dagger .$$

Set $b=a+M^*\rho^*/\hbar\omega$. This differs from $a$ by a number, so $b$ and $b^\dagger$ obey the same commutation rule. Multiplying out,

$$\hbar\omega\,b^\dagger b=\hbar\omega\,a^\dagger a+M\rho\,a+M^*\rho^*a^\dagger+\frac{|M|^2|\rho|^2}{\hbar\omega},$$

and therefore

$$H_{\mathbf q}=\hbar\omega\,b^\dagger b-\frac{|M_q|^2|\rho_{\mathbf q}|^2}{\hbar\omega}.$$

The last term is the energy gained when the ions relax around the charges.

Electrostatics gives the same energy in another way. In a medium of relative permittivity $\varepsilon$, the Fourier form of the Coulomb potential gives the interaction energy

$$U(\varepsilon)=\sum_{\mathbf q\ne0}\frac{e^2|\rho_{\mathbf q}|^2}{2V\varepsilon_0\varepsilon q^2}.$$

With the ions held fixed, only the electrons of the crystal screen, and $\varepsilon=\varepsilon_\infty$. With the ions relaxed, $\varepsilon=\varepsilon_s$, the static value. The change on relaxation is

$$U(\varepsilon_s)-U(\varepsilon_\infty)=-\sum_{\mathbf q\ne0}\frac{e^2\kappa|\rho_{\mathbf q}|^2}{2V\varepsilon_0q^2},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.$$

I assume that a single longitudinal branch carries the whole ionic response. The two energies must agree for every arrangement of the charges, hence for each Fourier component:

$$|M_q|^2=\frac{e^2\hbar\omega\kappa}{2V\varepsilon_0q^2}.$$

The factor $1/q^2$ is that of the Coulomb interaction: a long-wavelength polarization wave acts on the electron through a long-range field.

The same $\kappa$ appears in the dielectric response. A medium with one lattice resonance and small damping $\gamma$ has, at frequency $w$,

$$-\frac1{\varepsilon(w)}=-\frac1{\varepsilon_\infty}+\frac{\kappa\,\omega^2}{\omega^2-w^2-i\gamma w}.$$

At $w=0$ this gives $-1/\varepsilon_s$, as it must, and its pole lies at the longitudinal frequency. Near the pole, with $\delta=w-\omega$, the imaginary part is $\kappa\omega\gamma/(4\delta^2+\gamma^2)$, whose integral over $\delta$ is $\pi\kappa\omega/2$. The area of the loss peak thus measures the $\kappa$ that static relaxation supplied.

The electron at rest can now be finished. The density of final states of one spin is $Vmk_0/(2\pi^2\hbar^2)$; the spin is not changed by an electrostatic potential. The squared matrix element for absorption is $|M_{k_0}|^2N$, where

$$N=\frac1{e^{\hbar\omega/k_BT}-1}$$

is the equilibrium phonon occupation. The golden rule gives

$$W(0)=\frac{2\pi}{\hbar}\,\frac{e^2\hbar\omega\kappa N}{2V\varepsilon_0k_0^2}\,\frac{Vmk_0}{2\pi^2\hbar^2}
=\frac{e^2\omega\kappa m}{2\pi\varepsilon_0\hbar^2k_0}\,N.$$

It is convenient to define the dimensionless Fröhlich constant

$$\alpha=\frac{e^2\kappa}{4\pi\varepsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}}.$$

Because $m/(\hbar k_0)=\sqrt{m/(2\hbar\omega)}$, the result is $W(0)=2\alpha\omega N$.

Now let the electron have wavevector $\mathbf k$ and energy $E=\hbar^2k^2/2m$. In emission its final wavevector is $\mathbf k'=\mathbf k-\mathbf q$, and the squared matrix element is $|M_q|^2(N+1)$. In absorption $\mathbf k'=\mathbf k+\mathbf q$, with $|M_q|^2N$. I take the final states to be empty, as in a nondegenerate carrier gas, and the overlap of the periodic parts of the initial and final Bloch functions to be one. With $n_+=N+1$ for emission and $n_-=N$ for absorption,

$$W_\pm=\frac{2\pi}{\hbar}\sum_{\mathbf q}|M_q|^2n_\pm\,\delta\!\left(E_{k'}-E_k\pm\hbar\omega\right).$$

Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The argument of the delta function is

$$\frac{\hbar^2q^2}{2m}\mp\frac{\hbar^2kq}{m}c\pm\hbar\omega .$$

It is linear in $c$ with a slope of magnitude $\hbar^2kq/m$. If the zero lies within $-1\le c\le1$, integration over $c$ gives $m/(\hbar^2kq)$; otherwise it gives nothing. Replace the sum by $V/(8\pi^3)$ times an integral and carry out the azimuthal integration, which gives $2\pi$:

$$W_\pm=\frac{2\pi}{\hbar}\,n_\pm\,\frac{V}{8\pi^3}\,2\pi\int_{q_{\min}}^{q_{\max}}q^2\,dq\;\frac{e^2\hbar\omega\kappa}{2V\varepsilon_0q^2}\;\frac{m}{\hbar^2kq}.$$

The volume cancels. The factor $q^2$ of the volume element cancels the $1/q^2$ of the coupling, and the $1/q$ from energy conservation remains. The numerical factors combine as $(2\pi)(2\pi)/(8\pi^3)=1/(2\pi)$, so that

$$W_\pm=\frac{e^2\omega\kappa m}{4\pi\varepsilon_0\hbar^2k}\,n_\pm\ln\frac{q_{\max}}{q_{\min}}.$$

The limits come from the condition on $c$. For emission the delta function requires

$$c=\frac{q^2+k_0^2}{2kq}.$$

This is positive, so the condition that matters is $c\le1$, or $q^2-2kq+k_0^2\le0$. It has solutions if $k\ge k_0$, that is, if $E\ge\hbar\omega$, and then $q$ lies between $k-k'$ and $k+k'$ with $k'=\sqrt{k^2-k_0^2}$. For absorption

$$c=\frac{k_0^2-q^2}{2kq}.$$

Here $c\le1$ means $q^2+2kq-k_0^2\ge0$, which gives $q\ge k'-k$ with $k'=\sqrt{k^2+k_0^2}$. The condition $c\ge-1$ means $q^2-2kq-k_0^2\le0$, which gives $q\le k'+k$. In both processes, therefore,

$$q_{\min}=|k'-k|,\qquad q_{\max}=k'+k .$$

The smallest transfer belongs to forward scattering and the largest to backward scattering. Since the energy changes, $k'\neq k$ and $q_{\min}$ is not zero. The integral needs no artificial cutoff, although the coupling diverges at small $q$.

The product of the limits is $q_{\min}q_{\max}=|k'^2-k^2|=k_0^2$. Hence

$$\ln\frac{q_{\max}}{q_{\min}}=\ln\frac{q_{\max}^2}{k_0^2}=2\ln\frac{k+k'}{k_0}.$$

Let $x=E/\hbar\omega=k^2/k_0^2$. For absorption the last logarithm is $\ln(\sqrt x+\sqrt{x+1})$, and for emission it is $\ln(\sqrt x+\sqrt{x-1})$. The identity $\operatorname{arsinh}y=\ln(y+\sqrt{y^2+1})$, with $y=\sqrt x$ in the first case and $y=\sqrt{x-1}$ in the second, turns these into $\operatorname{arsinh}\sqrt x$ and $\operatorname{arsinh}\sqrt{x-1}$. The second may equally be written $\operatorname{arcosh}\sqrt x$. With $k=k_0\sqrt x$ the prefactor of the rate becomes $\alpha\omega/\sqrt x$. The total rate is

$$W(E)=\frac{2\alpha\omega}{\sqrt x}\left[N\operatorname{arsinh}\sqrt x+(N+1)\,\theta(x-1)\operatorname{arsinh}\sqrt{x-1}\right],$$

where the step function $\theta$ removes emission below threshold. The logarithmic and inverse-hyperbolic forms are the same function, not two approximations.

As $x\to0$, $\operatorname{arsinh}\sqrt x/\sqrt x\to1$, and the rate of the electron at rest returns. To see how absorption changes with energy, put $\sqrt x=\sinh u$. The rate is then proportional to $u/\sinh u$, whose derivative has the sign of $\sinh u-u\cosh u$. This is negative because $\tanh u<u$ for $u>0$. Absorption falls steadily as the electron speeds up.

Emission behaves differently. Just above threshold $\operatorname{arsinh}\sqrt{x-1}\approx\sqrt{x-1}$, so

$$W_+\approx2\alpha\omega(N+1)\sqrt{x-1}.$$

The final wavevector is small there, all transfers lie close to $k_0$, and the square root is that of the final density of states. At higher energy the falling prefactor wins. With $\sqrt x=\cosh u$ the emission rate is $2\alpha\omega(N+1)\,u/\cosh u$. Its derivative vanishes when $\cosh u=u\sinh u$, or

$$u\tanh u=1 .$$

The left side increases with $u$, so there is one solution, $u=1.1997$. It gives $x=\cosh^2u=3.277$. In this model the emission rate peaks at about $3.3\,\hbar\omega$, whatever the temperature, the mass or the coupling.

For $x\gg1$, expansion of the square roots gives

$$\operatorname{arsinh}\sqrt x\approx\tfrac12\ln4x+\frac1{4x},\qquad
\operatorname{arcosh}\sqrt x\approx\tfrac12\ln4x-\frac1{4x}.$$

Multiplying by $2N$ and $2(N+1)$ and adding,

$$\frac{W\sqrt x}{\alpha\omega}\approx(2N+1)\ln4x-\frac1{2x}.$$

The argument $4x$ has a simple origin. At high energy $q_{\max}\approx2k$, while $q_{\min}\approx k_0^2/2k=\omega/v$, where $v=\hbar k/m$ is the speed. Their ratio is $4k^2/k_0^2=4x$. The range of transfers widens with energy, but the rate gains the logarithm of that widening and loses a factor of the speed.

The role of the $1/q^2$ coupling can be isolated by replacing it with the constant $1/k_0^2$. The integral $\int dq/q$ then becomes

$$\frac1{k_0^2}\int_{q_{\min}}^{q_{\max}}q\,dq=\frac{(k+k')^2-(k-k')^2}{2k_0^2}=\frac{2kk'}{k_0^2}.$$

The prefactor contains $1/k$, so the rate is proportional to $k'$, that is, to the final density of states, and has no logarithm. Between $x=0.5$ and $x=5$ such an absorption rate grows by $\sqrt{6/1.5}=2$. Direct summation over final states gives this factor of 2.000 for constant coupling, and a factor of 0.742 for polar coupling.

The integrand $dq/q$ also tells how far the electron is deflected. Equal logarithmic intervals of $q$ contribute equally, so half of the collisions of either kind have $q$ below $\sqrt{q_{\min}q_{\max}}=k_0$. The deflection angle $\vartheta$ between $\mathbf k$ and $\mathbf k'$ obeys $q^2=k^2+k'^2-2kk'\cos\vartheta$ and grows with $q$. Setting $q=k_0$ and using $k_0^2=|k'^2-k^2|$ gives the median angle:

$$\cos\vartheta_{1/2}=\frac{k'}{k}\ \text{(emission)},\qquad \cos\vartheta_{1/2}=\frac{k}{k'}\ \text{(absorption)}.$$

At high energy both ratios approach one and half of the collisions are nearly forward. For this reason $W$, which counts every collision alike, must not be used as a rate of momentum loss.

The two processes must also keep a thermal distribution in balance. The density of states is proportional to $\sqrt x$, and the formula gives

$$\frac{\sqrt x\,W_-(x)}{\sqrt{x+1}\,W_+(x+1)}=\frac{N}{N+1}=e^{-\hbar\omega/k_BT}.$$

This is the ratio of the Boltzmann factors of the upper and lower energies, so upward and downward flows cancel in equilibrium.

For a numerical case take round model parameters: $m=0.07$ electron masses, $\hbar\omega=35$ meV, $\varepsilon_\infty=11$, $\varepsilon_s=13$ and $T=300$ K. Then $\kappa=0.01399$, $N=0.348$, $\alpha=0.0730$ and $\omega=5.317\times10^{13}$ rad/s. The rate scale is $2\alpha\omega=7.76\times10^{12}\ \mathrm{s^{-1}}$, and an electron at rest absorbs phonons at $0.348$ times this, or $2.70\times10^{12}\ \mathrm{s^{-1}}$.

At $E=100$ meV, $x=100/35=2.857$ and $k=0.4286\ \mathrm{nm^{-1}}$. Absorption leads to $k'=0.4980\ \mathrm{nm^{-1}}$, so $q$ runs from $0.0694$ to $0.9267\ \mathrm{nm^{-1}}$ and the logarithm is $2.592$. Emission leads to $k'=0.3456\ \mathrm{nm^{-1}}$, with a logarithm of $2.232$. The common factor is $\alpha\omega/\sqrt x=3.879\times10^{12}/1.690=2.295\times10^{12}\ \mathrm{s^{-1}}$, and

$$W_-=2.295\times10^{12}\times0.348\times2.592\ \mathrm{s^{-1}}=2.07\times10^{12}\ \mathrm{s^{-1}},$$

$$W_+=2.295\times10^{12}\times1.348\times2.232\ \mathrm{s^{-1}}=6.91\times10^{12}\ \mathrm{s^{-1}}.$$

The total is $8.98\times10^{12}\ \mathrm{s^{-1}}$, so an electron at this energy waits on average 111 fs for its next collision. The median deflections follow from $0.3456/0.4286=0.806$ and $0.4286/0.4980=0.861$: about $36^\circ$ for emission and $31^\circ$ for absorption.

The numerical output gives the rates at other energies. Between 30 and 40 meV the total rises from $2.42$ to $5.96\times10^{12}\ \mathrm{s^{-1}}$, because emission opens at 35 meV. Emission peaks at 115 meV with $6.93\times10^{12}\ \mathrm{s^{-1}}$, and the maximum is broad: at 200 meV the emission rate is still $6.64\times10^{12}\ \mathrm{s^{-1}}$. The high-energy law with $\ln4x$ alone exceeds the full rate by 25% at 50 meV, 5.6% at 100 meV and 1.9% at 200 meV. It is a poor guide near threshold.

A sum over final wavevectors and angles, with a narrow Gaussian in place of the delta function, tests the integration over $q$ and its limits. It agrees with the closed formula to a relative $3\times10^{-5}$ at the energies compared. This tests the evaluation of the golden rule, not the golden rule itself, whose use requires weak coupling. Here $\alpha$ is small, but at 100 meV the collision broadening $\hbar W$ is 5.9 meV, or 17% of the phonon energy. The rate is thus a leading-order estimate, and the vertical rise at threshold should not be read literally on a scale of a few meV.

Other limits of validity lie in the model. If the band is not parabolic, both the density of states and the relation between $k$ and $E$ change, and the Bloch overlap may fall below one; these changes grow with energy, but they can partly cancel in the rate. The position of the broad emission maximum is more sensitive. For a Kane band with nonparabolicity $0.6\ \mathrm{eV^{-1}}$, typical of a mass this light, and with its overlap factor, the total rate at 200 meV rises by only about 5%, but the maximum moves from 115 meV to roughly 145 meV. The long-wavelength coupling is reasonable here because $q_{\max}$ stays below about $1.3\ \mathrm{nm^{-1}}$ for energies up to 200 meV, while a Brillouin zone extends to roughly $10\ \mathrm{nm^{-1}}$. Free carriers also alter the field at small $q$. For $q$ well below $k_0$, where the recoil energy $\hbar^2q^2/2m$ is small against $\hbar\omega$, they screen it like a static field only if they can follow its oscillation, which requires speeds well above $\omega/q$. For absorption at 100 meV, $\omega/q_{\min}$ is $7.7\times10^5$ m/s, while the thermal speed $\sqrt{k_BT/m}$ is only $2.5\times10^5$ m/s. At these small $q$ a nondegenerate gas is too slow to follow, and static screening is the wrong description. For $q$ well above $k_0$ the recoil energy exceeds $\hbar\omega$, and the response is close to the static one even for slow carriers. When the plasma frequency approaches $\omega$, phonons and plasmons mix, and a single mode with fixed $\kappa$ no longer describes the scattering. A phonon population driven out of equilibrium also changes the result: if its occupation depends on $q$, it must stay inside the integral, which in general no longer gives a simple logarithm.

## Table of computed values

```
effective mass ratio m/m_e: 0.07
phonon energy: 35.0 meV
eps_inf: 11.0, eps_static: 13.0
temperature: 300 K
kappa: 0.013986
kappa from damped loss function: 0.013982
phonon angular frequency: 5.3174e+13 rad/s
phonon occupation N: 0.3481
Froehlich constant alpha: 0.07296
k0: 0.2536 nm^-1
rate scale 2*alpha*omega: 7.7589e+12 s^-1
absorption limit at zero energy: 2.7013e+12 s^-1
at 100 meV: x = 2.8571, k = 0.4286 nm^-1
at 100 meV: speed = 7.0889e+05 m/s
absorption at 100 meV: k' = 0.4980 nm^-1
  qmin = 0.0694, qmax = 0.9267 nm^-1
  ln(qmax/qmin) = 2.5918
  final-state sum = 2.0710e+12 s^-1
emission at 100 meV: k' = 0.3456 nm^-1
  qmin = 0.0831, qmax = 0.7742 nm^-1
  ln(qmax/qmin) = 2.2323
  final-state sum = 6.9072e+12 s^-1
energy (meV): absorption, emission, total (10^12 s^-1)
   10: 2.587, 0.000, 2.587
   30: 2.416, 0.000, 2.416
   40: 2.348, 3.615, 5.964
   50: 2.289, 5.383, 7.673
  100: 2.071, 6.907, 8.978
  150: 1.924, 6.854, 8.778
  200: 1.815, 6.641, 8.456
emission peak: u = 1.19968, x = 3.2767
emission peak energy: 114.69 meV
emission peak rate: 6.9324e+12 s^-1
log-law error at 50 meV: 25.08 percent
log-law error at 100 meV: 5.64 percent
log-law error at 200 meV: 1.88 percent
mean time between collisions at 100 meV: 111.4 fs
hbar*W at 100 meV: 5.909 meV
hbar*W / phonon energy at 100 meV: 0.1688
constant-coupling rate ratio, x=5 to x=0.5: 2.0000
polar absorption rate ratio, x=5 to x=0.5: 0.7417
largest relative deviation from final-state sum: 2.9e-05
```
